\section*{How the Eliashberg transition temperature responds to phonons of different frequency, part 1}

(Sections cited here and not found follow in the second part.)

Units are $\hbar=k_B=1$, with energies in meV. The setting is isotropic Migdal--Eliashberg theory, a mean-field theory with a constant electronic density of states, linearized in the gap because only the transition temperature is wanted. The fermionic Matsubara frequencies are $\omega_n=\pi T(2n+1)$ and the bosonic ones $\nu_l=2\pi Tl$, so that $\omega_n-\omega_m=\nu_{n-m}$. The phonons enter through the dimensionless spectral function $\alpha^2F(\Omega)\ge 0$, not identically zero, in the combinations
\begin{equation}
\lambda(l)=\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\frac{2\Omega}{\Omega^2+\nu_l^2},
\label{lam}
\end{equation}
which are positive, even in $l$ and strictly decreasing in $|l|$; $\lambda(0)=\lambda$ is the usual coupling constant. The renormalization function $Z_n$ and the gap $\Delta_n$ obey
\begin{align}
\omega_nZ_n&=\omega_n+\pi T\sum_{m=-\infty}^{\infty}\lambda(n-m)\,\mathrm{sgn}\,\omega_m,\label{Z}\\
Z_n\Delta_n&=\pi T\sum_{m=-N}^{N-1}\big[\lambda(n-m)-\mu_N\big]\frac{\Delta_m}{|\omega_m|},\qquad -N\le n\le N-1.\label{gap}
\end{align}
The functional derivative $G(\Omega)=\delta T_c/\delta\alpha^2F(\Omega)$ is defined by $\delta T_c=\int d\Omega\,G(\Omega)\,\delta\alpha^2F(\Omega)$ to first order. It is dimensionless: an area $a$, which is an energy, added to $\alpha^2F$ at frequency $\Omega$ shifts $T_c$ by $aG(\Omega)$. The reduced frequency is $\bar\Omega=\Omega/T_c$.

The cutoff must be defined so that $T$ can be varied smoothly, since a cutoff fixed in energy would let frequencies enter the sum one at a time. Here the integer $N$ is held fixed, the cutoff energy $2\pi NT$ moves with $T$, and the Coulomb pseudopotential $\mu^*$, given at a fixed energy $\omega_c$ well above the phonons, is carried to the moving cutoff. Far above the phonons $Z\approx1$ and the phonon terms are small, so with the cutoff at $\omega_c$ the gap there is a constant, $\Delta_\infty=-\mu^*\,2\pi T\sum_{0<\omega_m<\omega_c}\Delta_m/\omega_m$. Let $S$ be $2\pi T\sum\Delta_m/\omega_m$ over $0<\omega_m<2\pi NT$. The rest of the sum is $\Delta_\infty\int d\omega/\omega=\Delta_\infty\ln(\omega_c/2\pi NT)$, so $\Delta_\infty[1+\mu^*\ln(\omega_c/2\pi NT)]=-\mu^*S$, that is $\Delta_\infty=-\mu_NS$ with
\begin{equation}
\frac1{\mu_N}=\frac1{\mu^*}+\ln\frac{\omega_c}{2\pi NT},\qquad \frac{d\mu_N}{d\ln T}=\mu_N^2 .
\label{mu}
\end{equation}
The derivative follows from $d(1/\mu_N)/d\ln T=-1$. Equation \eqref{mu} is taken as the definition of the model, with $N$ chosen so that $2\pi NT_c\approx\omega_c$.

The sum in \eqref{Z} telescopes. For $n\ge0$ and $l=n-m$, the terms $m\ge0$ give $+\lambda(l)$ for $l\le n$ and the terms $m<0$ give $-\lambda(l)$ for $l\ge n+1$. Because $\lambda$ is even, the latter cancel the terms $l\le-(n+1)$ of the former, and $-n\le l\le n$ remains:
\begin{equation}
\frac{\omega_nZ_n}{\pi T}\equiv d_n=2n+1+\lambda(0)+2\sum_{l=1}^n\lambda(l).
\label{d}
\end{equation}
The sequence $d_n$ is strictly increasing. Equation \eqref{gap} is symmetric under $n\to-n-1$, so its solutions can be taken even or odd. Put $x_n=\pi T\Delta_n/\omega_n=\Delta_n/(2n+1)$ for $0\le n<N$, and $x_n=0$ for $n\ge N$. Then $Z_n\Delta_n=d_nx_n$, and writing each negative index as $-m-1$ turns $\lambda(n-m)$ into $\lambda(n+m+1)$. For an odd gap the Coulomb term cancels and the equation is $d_nx_n=\sum_m a_{nm}x_m$ with $a_{nm}=\lambda(n-m)-\lambda(n+m+1)>0$. Since $d_n=2n+1+\sum_{m\ge0}a_{nm}$, which is \eqref{Z} folded in the same way, multiplying by $x_n$ and summing gives $0=-\tfrac12\sum_{n,m\ge0}a_{nm}(x_n-x_m)^2-\sum_n(2n+1)x_n^2$, which forces $x=0$. Only the even gap remains, for which \eqref{gap} reads $Kx=0$ with the real symmetric $N\times N$ matrix
\begin{equation}
K_{nm}=M_{nm}-2\mu_N-\delta_{nm}d_n,\qquad M_{nm}=\lambda(n-m)+\lambda(n+m+1).
\label{K}
\end{equation}
On the diagonal, $\lambda(0)$ appears once in $M_{nn}$ and once in $d_n$ and cancels, so $K$ does not contain $\lambda(0)$. When all $\lambda(l\ge1)$ are small and $\mu_N\ge0$, $K$ is negative definite. For $\mu^*>0$, \eqref{mu} keeps $\mu_N$ positive only while $2\pi NT<\omega_ce^{1/\mu^*}$; at higher temperatures it would turn the repulsion into a spurious attraction, so $T_c$ is sought below that limit. On cooling within this range, the first solution appears when the largest eigenvalue $\rho$ of $K$ reaches zero, so $T_c$ is fixed by $\rho(T_c,[\alpha^2F])=0$.

Let $Kx=\rho x$ with $x^{\mathsf T}x=1$ and $\rho$ nondegenerate, which is proved below for $\mu^*=0$ and assumed otherwise. A small change $\delta K$ then changes $\rho$ and $x$ smoothly, and to first order $\delta K\,x+K\,\delta x=\delta\rho\,x+\rho\,\delta x$. Multiplying from the left by $x^{\mathsf T}$ and using the symmetry of $K$, $x^{\mathsf T}K=\rho x^{\mathsf T}$, the terms in $\delta x$ cancel and $\delta\rho=x^{\mathsf T}\delta K\,x$. When $\alpha^2F$ changes, $\rho$ must stay zero at the new transition, $\delta\rho|_T+(\partial\rho/\partial T)\,\delta T_c=0$, so
\begin{equation}
\delta T_c=T_c\,\frac{x^{\mathsf T}\delta K\,x}{D},\qquad D=-T\frac{\partial\rho}{\partial T}\Big|_{T_c}=-x^{\mathsf T}\,T\frac{\partial K}{\partial T}\,x .
\label{pert}
\end{equation}

Both numerator and denominator need the response of the quadratic form to each $\lambda(l)$, in which $K$ is linear. For $l\ge1$ three places contribute. The term $\lambda(n-m)$ contributes the pairs with $|n-m|=l$, each in both orders, giving $2\sum_{n\ge0}x_nx_{n+l}$. The term $\lambda(n+m+1)$ contributes the pairs with $m=l-1-n$, giving $\sum_{n<l}x_nx_{l-1-n}$. The diagonal $-d_n$ contains $-2\lambda(l)$ whenever $n\ge l$, giving $-2\sum_{n\ge l}x_n^2=-2\sum_{n\ge0}x_{n+l}^2$. Hence
\begin{align}
x^{\mathsf T}Kx&=\sum_{l=1}^{2N-1}\lambda(l)W_l-\sum_n(2n+1)x_n^2-2\mu_N\Big(\sum_nx_n\Big)^2,\label{form}\\
W_l&=\sum_{n=0}^{l-1}x_nx_{l-1-n}+2\sum_{n\ge0}x_{n+l}\,(x_n-x_{n+l}).\label{W}
\end{align}
The weight $W_l$ measures the net benefit of exchanging bosonic frequency $\nu_l$: pairing, less the loss to mass renormalization.

From \eqref{lam}, $\delta\lambda(l)/\delta\alpha^2F(\Omega)=2\Omega/(\Omega^2+\nu_l^2)$. For the temperature derivative, $T\,\partial\nu_l^2/\partial T=2\nu_l^2$ gives $T\,\partial\lambda(l)/\partial T=-\int\alpha^2F\,4\Omega\nu_l^2/(\Omega^2+\nu_l^2)^2\,d\Omega$, and \eqref{mu} gives the Coulomb part. Inserting these in \eqref{pert} with \eqref{form}, and using $T_c\cdot2\Omega/(\Omega^2+4\pi^2l^2T_c^2)=2\bar\Omega/(\bar\Omega^2+4\pi^2l^2)$, yields the Bergmann--Rainer derivative
\begin{align}
G(\Omega)&=\frac1D\sum_{l\ge1}W_l\,\frac{2\bar\Omega}{\bar\Omega^2+4\pi^2l^2},\label{G}\\
D&=\sum_{l\ge1}W_l\int d\Omega'\,\alpha^2F(\Omega')\frac{4\Omega'\nu_l^2}{(\Omega'^2+\nu_l^2)^2}+2\mu_N^2\Big(\sum_nx_n\Big)^2 .\label{D}
\end{align}
Both $W_l$ and $D$ are quadratic in $x$, so $G$ does not depend on the normalization. The spectrum, $\mu^*$ and $\omega_c$ enter only through the numbers $W_l/D$.

For $\mu^*=0$ the sign of $G$ is a theorem, and by \eqref{W} it rests on showing that $x_n$ is positive and decreasing. The top eigenvector maximizes $x^{\mathsf T}Kx$ among unit vectors, and all off-diagonal elements $K_{nm}=M_{nm}$ are positive. If $x$ had components of both signs, the vector $|x_n|$ would give a strictly larger form, which is impossible; so $x_n\ge0$ up to an overall sign, and $d_nx_n=(Mx)_n>0$ makes every component positive. Two such vectors cannot be orthogonal, so $\rho$ is nondegenerate.

For monotonicity, take any vector $v_0\ge v_1\ge\dots\ge v_{N-1}>0$ and extend it to all integers by $y_m=v_m$ for $0\le m<N$, $y_m=0$ for $m\ge N$, and $y_{-m-1}=y_m$. Then $(Mv)_n=\sum_{m\in\mathbb Z}\lambda(n-m)y_m$, and shifting $m\to m+1$ in $(Mv)_{n+1}$ gives $(Mv)_n-(Mv)_{n+1}=\sum_m\lambda(n-m)u_m$ with $u_m=y_m-y_{m+1}$. The reflection symmetry gives $u_{-1}=y_{-1}-y_0=0$ and $u_{-m-2}=y_{m+1}-y_m=-u_m$, so the negative indices pair with the non-negative ones:
\begin{equation}
(Mv)_n-(Mv)_{n+1}=\sum_{m\ge0}u_m\big[\lambda(n-m)-\lambda(n+m+2)\big]\ge0,
\end{equation}
because $u_m\ge0$ and $|n-m|<n+m+2$. A positive non-increasing sequence divided by the strictly increasing $d_n$ is positive and strictly decreasing, so the map $v\to d^{-1}Mv$, with $d$ the diagonal matrix of the $d_n$, sends positive non-increasing vectors to positive strictly decreasing ones.

Iterating this map from $v=(1,\dots,1)$ converges to a positive multiple of $x$. The map is similar to the symmetric matrix $R=d^{-1/2}Md^{-1/2}$ with positive elements. At $T_c$, $K=M-d$ is negative semidefinite with a single null vector, so $R$ has the nondegenerate top eigenvalue 1 with eigenvector $d^{1/2}x$. For any unit eigenvector $z$ with eigenvalue $s$, $|s|=|z^{\mathsf T}Rz|\le|z|^{\mathsf T}R|z|\le1$. Equality in the first step requires all $z_nz_m$ to share the sign of the diagonal terms $z_n^2$, and equality in the second requires $|z|\propto d^{1/2}x$; together they mean $z\propto d^{1/2}x$. All other eigenvalues therefore have $|s|<1$ and die out under iteration, while the overlap of the positive starting vector with the positive top eigenvector is positive. The limit $x$ is non-increasing, and since $x=d^{-1}Mx$ it is strictly decreasing. In \eqref{W} the first sum then has a positive term for every $1\le l\le2N-1$ and the second has no negative term, so $W_l>0$. By \eqref{D}, $D>0$, and by \eqref{G}, $G(\Omega)>0$ at every frequency, for every $N$ and every $\alpha^2F\ge0$ that give a transition; at weak coupling $N$ must be large enough for one to exist. The proof used positive off-diagonal elements, which are lost at the latest when $2\mu_N$ exceeds the element $M_{0,N-1}=\lambda(N-1)+\lambda(N)$, a small number when the cutoff lies well above the phonons; the proof does not cover such $\mu^*$.

At low frequency, $2\bar\Omega/(\bar\Omega^2+4\pi^2l^2)=(2\bar\Omega/4\pi^2l^2)[1-\bar\Omega^2/4\pi^2l^2+\dots]$ converges for $\bar\Omega<2\pi$, and for any $\mu^*$
\begin{equation}
G\to\frac{\bar\Omega}{2\pi^2D}\sum_{l\ge1}\frac{W_l}{l^2}\qquad(\bar\Omega\ll2\pi).
\label{low}
\end{equation}
When all $W_l>0$ the slope is positive and the correction, relative to the linear term, is at most $\bar\Omega^2/4\pi^2$. Linearity is a consequence of the cancellation of $\lambda(0)$. A soft mode of area $a$ adds the large amount $2a/\Omega$ to $\lambda(0)$ but only $2a\Omega/\nu_l^2$ to $\lambda(l\ge1)$. If $Z$ were held fixed, the $l=0$ term would survive with weight $\sum x_n^2=1$ and $G$ would diverge as $2/(\bar\Omega D)$. A phonon much slower than $2\pi T_c$ acts as static nonmagnetic disorder, which raises the pairing term and the renormalization equally; this is Anderson's theorem, and like it the cancellation relies on an isotropic gap.

At high frequency, $\Omega\gg4\pi NT_c$, every term of \eqref{G} tends to $2W_l/\bar\Omega$. The sum of the weights follows from the three contributions listed above: $\sum_l2\sum_nx_nx_{n+l}=(\sum x)^2-\sum x^2$ counts all pairs $n\ne m$, the second contribution sums to $(\sum x)^2$, and $\sum_{l\ge1}2\sum_{n\ge l}x_n^2=\sum_n2n\,x_n^2$. Thus
\begin{equation}
G\to\frac{2}{\bar\Omega D}\Big[2\Big(\sum_nx_n\Big)^2-\sum_n(2n+1)x_n^2\Big].
\label{high}
\end{equation}
A very fast mode adds the same $\epsilon=2a/\Omega$ to all $\lambda(l)$, which lowers $\mu_N$ by $\epsilon$ (first term) and raises every $Z_n$ by $\epsilon$ (second term). Since $\sum(2n+1)x_n^2\ge\sum x_n^2=1$, the bracket is certainly negative when $(\sum x)^2<\tfrac12$. Coulomb repulsion can bring this about. For $n$ above the index $n_0$ of the phonon energies the gap tends to $-2\mu_N\sum x$, and summing $\Delta_n/(2n+1)$ from $n_0$ to $N$ gives, to leading logarithmic accuracy, $\sum x=\sum_{n<n_0}x_n-\mu_N\ln(N/n_0)\sum x$, so $\sum x$ is its low-frequency part divided by $1+\mu_N\ln(N/n_0)$. Positivity of $G$ is therefore conditional once $\mu^*>0$.

We have derived $G(\Omega)$, proved it positive at every frequency for $\mu^*=0$, and found its low- and high-frequency limits, the latter of which can turn negative under Coulomb repulsion. It remains to locate the maximum of $G$, to treat the weak- and strong-coupling limits, and to test the results numerically.
